Interface segregation free energy by thermodynamic integration in a lattice gas

**The question**

When a silicide contact on heavily doped silicon is annealed, donors can collect in the layer next to the metal. How strongly they collect depends on the energy a donor gains there, but also on the donors already present: they repel the newcomer and rearrange around it. The useful quantity is therefore a free energy. This note computes it for a lattice gas by turning a "dopant at the bulk-like site" gradually into a "dopant at the interface site", and compares the sampled result with a complete enumeration.

**Model and definition**

There are N sites with occupations n_i = 0 or 1, and a fixed number K of identical dopants. The energy is

H = Σ_i e_i n_i + Σ_{i<j} W_ij n_i n_j,

with W_ij = W_ji finite and W_ii = 0. Positive W means repulsion. Choose an interface site s and a bulk-like site b, and define

ΔF = F(n_s=1, n_b=0) − F(n_s=0, n_b=1).

The other M = K − 1 dopants are in equilibrium on the remaining N − 2 sites, called the environment. Negative ΔF favours the interface.

With H_env the energy of the environment alone, the two cases have energies

H_s = H_env + e_s + Σ_k W_sk n_k,
H_b = H_env + e_b + Σ_k W_bk n_k,

where k runs over environment sites. W_sb does not appear, because s and b are never both filled in these two cases. The difference is the gap

ΔU = H_s − H_b = e_s − e_b + Σ_k g_k n_k, with g_k = W_sk − W_bk.

**What ΔF means for occupations**

Let Z_s and Z_b be the sums of exp(−H_s/kT) and exp(−H_b/kT) over all environments, and Z the partition function of the whole system. In the ordinary ensemble of K dopants, configurations with s filled and b empty have total probability P_s = Z_s/Z. Those with b filled and s empty have P_b = Z_b/Z. Z cancels in the ratio, and F = −kT ln Z for each sector, so

ΔF = −kT ln(Z_s/Z_b) = −kT ln(P_s/P_b).   (1)

One could count these two events in a plain simulation. By (1) the rarer one is less frequent by the factor exp(−|ΔF|/kT), so counting becomes inefficient when |ΔF| is many kT.

The Langmuir–McLean form uses single-site fillings x_s and x_b instead. If P_both is the probability that both sites are filled,

P_s/P_b = (x_s − P_both)/(x_b − P_both).

For uncorrelated sites P_both = x_s x_b, and the right side becomes x_s(1 − x_b)/[x_b(1 − x_s)], the usual odds ratio. The derivative of the right side with respect to P_both is (x_s − x_b)/(x_b − P_both)². For x_s ≠ x_b it has one sign, so no other value of P_both gives the same ratio. The odds formula thus requires uncorrelated sites.

**The exchange path**

Define H_λ = (1 − λ)H_b + λH_s = H_b + λΔU for 0 ≤ λ ≤ 1. Intermediate λ describes no physical dopant; it is a path between two physical ends. With Z(λ) = Σ exp(−H_λ/kT) and F(λ) = −kT ln Z(λ),

dF/dλ = −kT (1/Z) Σ (−ΔU/kT) exp(−H_λ/kT) = ⟨ΔU⟩_λ.

Integration from 0 to 1 gives

ΔF = ∫₀¹ ⟨ΔU⟩_λ dλ.   (2)

Differentiate once more. The numerator of the average contributes −⟨ΔU²⟩/kT and the normalization contributes +⟨ΔU⟩²/kT, so

d⟨ΔU⟩_λ/dλ = −(⟨ΔU²⟩_λ − ⟨ΔU⟩_λ²)/kT ≤ 0.   (3)

The integrand never rises, and hence

⟨ΔU⟩₁ ≤ ΔF ≤ ⟨ΔU⟩₀.   (4)

The upper bound is the mean cost of a sudden exchange in an environment equilibrated around b. Relaxation can only lower it.

Expanding F about λ = 0 to second order gives an estimate for small gap fluctuations:

ΔF ≈ ⟨ΔU⟩₀ − Var₀(ΔU)/(2kT).   (5)

**Sampling the environment**

At fixed λ, pick one of the M dopants and one of the N − 2 environment sites, both uniformly. If the site v is occupied, reject the move. Otherwise propose moving the dopant from its old site o to v. The reverse move is proposed with the same probability, 1/[M(N − 2)], so acceptance with probability min[1, exp(−ΔE/kT)] satisfies detailed balance. Any configuration can be reached: repeatedly move a dopant from a site not wanted in the target to a vacant site that is wanted.

For ΔE, collect the terms of H_λ linear in n_i. Their coefficient is

h_i = e_i + (1 − λ)W_bi + λW_si = e_i + W_bi + λg_i.

The moved dopant interacts with the M − 1 others. Summing over the complete old list of positions p is simpler, but that list still contains the moved dopant at o, which adds W_vo − W_oo = W_vo. This must be removed:

ΔE = h_v − h_o + Σ_p (W_vp − W_op) − W_vo.   (6)

Leaving out the last term makes the dopant repel its own former position and destroys detailed balance. The gap changes by g_v − g_o, so it can be carried along without a new sum.

**Pseudocode**

    choose Gauss-Legendre nodes λ_q, weights w_q on [0,1]
    if M = 0: return e_s - e_b
    for each node q and each replica r:
        place M dopants at random on environment sites
        gap = e_s - e_b + sum of g over occupied sites
        total = 0
        for t = 1 to burn + steps:
            pick a dopant (at o) and a site v
            if v is vacant:
                compute ΔE from equation (6)
                if random < min(1, exp(-ΔE/kT)):
                    move dopant; gap += g_v - g_o
            if t > burn: total += gap
        A[q,r] = total / steps
    m_q = mean over r of A[q,r]
    σ_q = standard deviation over r / sqrt(replicas)
    return Σ w_q m_q  and  sqrt(Σ w_q² σ_q²)

A rejected move still counts as a sample of the old configuration. Replicas are independent, so their scatter gives σ_q without a model of the correlation time. The errors add in squares because different nodes use different replicas.

**Worked example**

The cell has four layers of 3×3 sites, periodic in the plane, with spacing 0.8 nm. Layer 0 touches the silicide. Site energies are −0.30, −0.05, 0 and 0 eV for layers 0 to 3. First neighbours repel by 0.06 eV and second neighbours (face diagonals) by 0.03 eV. Site s is in layer 0. Site b is in layer 2, displaced by one spacing along both in-plane axes, and has all its first and second neighbours. At 1200 K, kT = 0.10341 eV. Six dopants give a mean density

6/[36 × (0.8×10⁻⁷ cm)³] = 3.26×10²⁰ cm⁻³.

The case of two dopants can be done by hand, since the environment is then one dopant on 34 sites. Its Boltzmann factors are 18.194 in layer 0, 1.6218 in layer 1 and 1 deeper down. A first-neighbour repulsion multiplies by 0.5598, a second-neighbour one by 0.7482. Within its own layer, s or b has four first and four second neighbours, with factor sum 4(0.5598 + 0.7482) = 5.232. In an adjacent layer it has one first neighbour, four second neighbours and four sites without interaction, with sum 0.5598 + 4(0.7482) + 4 = 7.553. Leaving out the common factors exp(−e_s/kT) and exp(−e_b/kT), the sums for layers 0, 1, 2 and 3 are

dopant at s: 18.194×5.232 + 1.6218×7.553 + 8 + 9 = 124.4,
dopant at b: 18.194×8 + 1.6218×7.553 + 5.232 + 7.553 = 170.6.

Therefore

ΔF = −0.30 − 0.10341 ln(124.4/170.6) = −0.267 eV,

in agreement with the enumerated −0.26738 eV. The second dopant prefers layer 0, where it repels a dopant at s but not one at b.

For one to six dopants, ΔF is −0.300, −0.267, −0.242, −0.223, −0.209 and −0.200 eV. The gain shrinks by a third, in steps that become smaller.

For six dopants, enumeration of the 278,256 environments gives ΔF = −0.19989 eV, or −1.93 kT. Enumeration of all 1,947,792 configurations, with no dopant singled out, gives P_s = 0.37053 and P_b = 0.05362. Equation (1) then yields

ΔF = −0.10341 ln(0.37053/0.05362) = −0.1999 eV.

The fillings x_s = 0.402 and x_b = 0.085 have the product 0.0344, while P_both is 0.0318. The sites are slightly anticorrelated, and the odds formula gives −0.2042 eV, about 4 meV too negative. This anticorrelation comes from fixing the number of dopants in a small cell, not from the repulsion. With all W set to zero the odds formula is 13 meV too negative. With the cell coupled to a reservoir that holds six dopants on average, the error is about 0.1 meV.

The sampled run used three nodes, 1500 replicas per node, 500 burn-in moves and 1500 production moves:

λ = 0.1127: −0.18237 ± 0.00020 eV (enumerated −0.18267)
λ = 0.5000: −0.19970 ± 0.00020 eV (enumerated −0.19961)
λ = 0.8873: −0.21746 ± 0.00019 eV (enumerated −0.21757)

With weights 0.27778, 0.44444 and 0.27778,

ΔF = −0.27778(0.18237 + 0.21746) − 0.44444(0.19970) = −0.19982 eV,

with standard error 0.00012 eV. The deviation from enumeration is 0.07 meV.

The bounds (4) are −0.2230 and −0.1779 eV, so relaxation lowers the sudden-exchange value by 22 meV. The gap has standard deviation 0.06547 eV at λ = 0, and (5) gives

−0.17795 − 0.06547²/(2×0.10341) = −0.1987 eV,

which is 1.2 meV from the enumerated result.

**Two limits**

Without interactions ΔU is the constant e_s − e_b, and ΔF equals it at any temperature and filling.

At very high temperature every environment is equally likely, each site being filled with probability M/(N − 2) = 5/34. Fluctuations no longer contribute, because the variance is bounded while kT grows. The repulsions from environment sites sum to 0.54 eV at s, which has no neighbours on the metal side, and to 0.72 eV at b. Hence

ΔF → −0.30 + (5/34)(0.54 − 0.72) = −0.326 eV.

In a random environment repulsion favours the interface; at 1200 K it opposes it. The sign changes because layer 0 is then enriched: its filling is 0.40, against 0.08 to 0.09 in the other layers. Inserting the mean composition of the cell into a segregation formula would miss this.

**Cost**

Equation (6) needs about 2M table lookups per trial move, or a fixed number if the interaction is short-ranged and neighbour lists are kept. The small run took 3 × 1500 × 2000 = 9 million trial moves, of which 42% were accepted in production. Enumeration is cheaper here, but its cost grows as the binomial coefficient C(N − 2, M). For a 6×6×4 cell with 24 dopants that is of order 10²⁶ environments, and only sampling remains practical.

That larger cell, with the number of layers, mean filling and displacement from s to b held fixed, gave −0.2013 ± 0.0005 eV from 200 replicas per node. The shift of −1.4 meV is about three standard errors. It is probably a real effect of cell size, but no enumeration checks the equilibration there. Depth matters at the same level: at the chemical potential that gives six dopants on average, the 3×3 cell has ΔF = −0.2005 eV with four layers and −0.1993 eV with eight.

**Stability and failure modes**

Quadrature and sampling errors should be judged separately. With enumerated averages, one, two and three nodes give quadrature errors of 3×10⁻⁴, −4×10⁻⁷ and 4×10⁻¹⁰ eV relative to the enumerated ΔF. Two nodes would have been enough here. By (3), a gap variance large on the scale of (kT)² means a steep integrand. A steep straight line is still integrated exactly by one node, but a curved integrand is not; the order should be raised until the result changes by less than its statistical error.

Insufficient burn-in is the more dangerous fault. It shifts all replicas in the same direction, so more replicas reduce the quoted error but not the bias. Repeating the run with all dopants started in the deep layers, and again with as many as possible in layer 0, can expose it. Low temperature, strong binding or attraction that causes clustering can trap single-dopant moves.

If some W_si or W_bi is infinite, as for forbidden neighbours, equation (2) alone fails. For 0 < λ < 1 the environment avoids the sites forbidden by s and those forbidden by b, so the allowed environments change abruptly at the ends and F(λ) jumps there. The jumps add kT ln(p₁/p₀) to the integral. Here p₀ is the probability, with the dopant at b, that the sites forbidden by s are empty, and p₁ is the same with s and b exchanged. These probabilities can be counted if they are not too small; otherwise the interaction should be switched on softly. In enumeration, subtract the lowest energy before taking exponentials. In long runs, recompute the gap from the positions now and then to remove accumulated rounding.

**Beside a real contact**

The parameters are round values in the rough regime of donors at a refractory-silicide contact to silicon, where densities of 10²⁰ to 10²¹ cm⁻³ occur. The temperature is high for many contact silicides. A model site is a cell of about 26 silicon atoms, so single occupancy is an assumed short-range repulsion, not a shortage of lattice sites. P_s/P_b = 6.9 is not the concentration ratio, because it leaves out the configurations with both sites filled, and cells this large are filled often enough for that to matter. That ratio is x_s/x_b = 4.7, equivalent to −0.160 eV, and it rises to about 5 (−0.17 eV) if a cell may hold several donors at a cost of 0.12 to 0.19 eV per pair. The density in layer 0, 7.9×10²⁰ cm⁻³, is high enough that real donors may cluster and become inactive; the model counts dopants, not carriers. A large correction comes from mirror charges in the metal, which weaken the repulsion between donors near it. Extending the repulsion to distant pairs by a screened Coulomb tail (screening length 0.8 nm) gives −0.206 eV, and adding the mirror charges between different donors gives −0.275 eV. The attraction of each donor to its own mirror charge is taken as part of the site energy; added separately, it would lower ΔF by a further 0.02 eV. The step from −0.206 to −0.275 eV multiplies P_s/P_b by exp(0.068/0.103) ≈ 1.9. If instead all pairs repel with the 0.55 nm screening length of an electron gas at the mean density, without mirror charges, ΔF is −0.233 eV. The layers that actually hold electrons have a density of about 1.7×10²⁰ cm⁻³, where the length is about 0.7 nm and ΔF is −0.217 eV. These are local (Thomas–Fermi) lengths, shorter than the thermal wavelength of the valley electrons (2 to 5 nm at 1200 K), so they overstate the screening of near neighbours. With wavevector-dependent (Lindhard) screening the two values become about −0.224 and −0.207 eV, a shift of about 0.01 eV. Halving the number of host positions at s alone would add kT ln 2 = 0.072 eV. The mirror correction depends strongly on the screening length: it is about 0.03 eV for 0.55 nm, 0.07 eV for 0.8 nm and 0.17 eV for 1.4 nm. These values are for the four-layer cell. Adding donors below it as a mean field moves −0.275 eV to about −0.283 eV and raises the 1.4 nm correction to about 0.22 eV. That length is uncertain because it varies with depth. In the band bending discussed next, the electron density is below a tenth of the donor density in layer 0 and about three quarters of it in layer 1, and the local screening length runs from about 1.4 nm at s to 0.7 nm at b. Single corrections thus range from 0.006 eV to more than 0.1 eV, far above the sampling error.

The site energy also hides electrostatics. For a band bending of V = 0.5 V (rough) and uniform donor density, the depletion width is w = 1.41 nm. A positive donor at distance z < w from the metal has energy −eV(1 − z/w)². At s, with z = 0.4 nm, this is −0.26 eV; b lies beyond the depletion layer. Most of the assumed −0.30 eV could therefore be band bending, which changes as donors move. With the layer fillings found above in place of a uniform density the depletion layer is thinner, and a Poisson solution with Fermi–Dirac electrons at the same 0.5 V gives only −0.17 to −0.18 eV between s and b, depending on the doping assumed below the cell. The field at the metal is then about 10 MV/cm and the depletion layer is thinner than the electron wavelength, so this semiclassical value is itself a rough estimate. A predictive calculation would solve for it together with the donor profile, taking care not to count the mean donor repulsion twice.

Finally, equilibrium must be reachable. With a rough diffusivity of 10 cm²/s × exp(−4.0 eV/kT), the length √(2Dt) for 60 s is 1.4 nm at 1200 K, slightly less than the 1.6 nm between the layers of s and b. This diffusivity is of the size found for arsenic or antimony in intrinsic silicon, where equilibration would be marginal; for phosphorus the intrinsic length is already about 4 to 5 nm. Donor diffusion grows with the electron density, and at 3×10²⁰ cm⁻³ the length is roughly 10 nm for arsenic and more for phosphorus, though the gain is smaller inside the depletion layer. At 800 K the intrinsic length is about 10⁻⁴ nm, and even with this enhancement it stays far below the layer spacing, so bulk diffusion cannot equilibrate the profile and ΔF at that temperature would not describe it. This estimate covers a fixed interface only. A growing silicide can push donors ahead of its front, and that pile-up is kinetic and lies outside this model. The remaining values are in the numerical output.

Numbers as computed

```
temperature 1200 K, kT 0.10341 eV, spacing 0.8 nm
site energies by layer (eV): [-0.3  -0.05  0.    0.  ]
pair repulsion, 1st and 2nd neighbours: 0.06, 0.03 eV
sites 36, dopants 6, mean density 3.255e+20 cm^-3
environments enumerated: 278256; whole ensemble: 1947792
dF, enumeration of environments: -0.199893 eV = -1.933 kT
dF, untagged whole ensemble:     -0.199893 eV
P(s only) 0.37053, P(b only) 0.05362, P(both) 0.03183
single-site fillings: x_s 0.40236, x_b 0.08544, product 0.03438
Langmuir-McLean odds estimate: -0.204223 eV
layer fillings: [0.4024 0.0848 0.0854 0.0941]
density in layer 0: 7.859e+20 cm^-3
mean gap at lambda=0: -0.177947 eV, st. dev. 0.06547 eV
mean gap at lambda=1: -0.222976 eV, st. dev. 0.07064 eV
quadrature error, 1 node(s): 2.85e-04 eV
quadrature error, 2 node(s): -3.76e-07 eV
quadrature error, 3 node(s): 4.31e-10 eV
replicas per node 1500, burn-in 500, production 1500 trial moves
accepted fraction of trial moves: 0.419
lambda 0.11270 weight 0.27778: sampled -0.18237 +- 0.00020, exact -0.18267 eV
lambda 0.50000 weight 0.44444: sampled -0.19970 +- 0.00020, exact -0.19961 eV
lambda 0.88730 weight 0.27778: sampled -0.21746 +- 0.00019, exact -0.21757 eV
dF, sampled integration: -0.19982 +- 0.00012 eV
sampled minus exact: 0.073 meV
dF with 1 dopant(s) in the cell: -0.30000 eV
dF with 2 dopant(s) in the cell: -0.26738 eV
dF with 3 dopant(s) in the cell: -0.24164 eV
dF with 4 dopant(s) in the cell: -0.22283 eV
dF with 5 dopant(s) in the cell: -0.20943 eV
dF with 6 dopant(s) in the cell: -0.19989 eV
dF, 6x6x4 cell, 24 dopants: -0.20128 +- 0.00047 eV
screened Coulomb at 1st, 2nd neighbours (length 0.8 nm): 0.0566, 0.0264 eV
dF with Coulomb tail: -0.20621 eV
dF with tail and mirror charges: -0.27458 eV
electron density / band density of states: 1.445
electron-gas screening length: 0.553 nm
dF with that screening, all pairs: -0.23305 eV
band bending 0.5 V (rough): depletion width 1.409 nm
donor-ion energy from bending at s, b: -0.2565, -0.0000 eV
kT ln 2 (host positions halved): 0.0717 eV
pair energy at half a spacing: 0.1866 eV
double / single occupation in layer 0: 0.0554
rough diffusion inputs: 10.0 cm^2/s, 4.0 eV, 60.0 s
diffusion length at 1200 K: 1.380 nm
diffusion length at 800 K: 8.71e-05 nm
```
